\section*{When Surface Holes Outnumber Donors in an n-Type Schottky Contact, part 2}

A metal contact at $x=0$ bends the bands of n-type germanium upward; the neutral bulk lies at large $x$. How large must the electron barrier be for the surface hole density $p_s$ to exceed the uniform, ionized donor density $N_D$? The contact is at equilibrium, with constant Fermi energy $E_F$.

The band edges are $E_c(x)$ and $E_v(x)$, with constant gap $E_g=E_c-E_v$. The barrier is $\Phi=E_c(0)-E_F$ and the bulk offset is $\xi=E_c(\infty)-E_F$. Electron and hole densities are $n$ and $p$, with bulk values $n_0=N_D+p_0$ and $p_0$. Both bands have effective density $N=2(mkT/2\pi\hbar^2)^{3/2}$, with $m$ the carrier mass; separate values are called $N_c$ and $N_v$. In $kT$, $k$ is Boltzmann's constant; elsewhere it is a wavevector. In Fermi integrals, $t$ is the energy into the band divided by $kT$.

The occupation argument uses the common $E_F$ and gives, for dilute holes, $p_s=Ne^{-(E_g-\Phi)/kT}$. The force argument balances the electric force on the holes against the gradient of their pressure $P$, classically $pkT$:
\begin{equation}
\frac{dP}{dx}=qp\mathcal E.
\label{eq:balance}
\end{equation}
Here $q>0$, an electron has charge $-q$, and $\psi$ is the electrostatic potential, zero in the bulk. The bending is $w=E_c(x)-E_c(\infty)=-q\psi$, with $u=w/kT$ and surface value $w_s=\Phi-\xi$. The field is $\mathcal E=(kT/q)\,du/dx$. The balance gives $p=p_0e^u$ and $n=n_0e^{-u}$. Also,
\begin{equation}
kT\ln\frac{n_0}{p_0}=-\xi+(E_g-\xi)=E_g-2\xi.
\label{eq:bending}
\end{equation}
Both arguments give $p_s>n_0>N_D$ when $\Phi>E_g-\xi$.

The example has $T=300$ K, $kT=0.02585$ eV, $E_g=0.66$ eV, $\Phi=0.58$ eV, $N_D=10^{16}\ \mathrm{cm^{-3}}$ and $N=7\times10^{18}\ \mathrm{cm^{-3}}$. Then $\xi=0.169$ eV, $p_0\simeq4.0\times10^{10}\ \mathrm{cm^{-3}}$ and $p_s\simeq3.2\times10^{17}\ \mathrm{cm^{-3}}$. The bending is $0.411$ eV, against $0.321$ eV at threshold. Rough separate densities are $N_c\simeq1.0\times10^{19}$ and $N_v\simeq5.0\times10^{18}\ \mathrm{cm^{-3}}$.

\subsection{The field produced by donors and holes}

The density profile can be put into Poisson's equation. For permittivity $\epsilon$,
\begin{equation}
\frac{d^2\psi}{dx^2}=-\frac{q}{\epsilon}(N_D+p-n).
\end{equation}
Substitute $\psi=-kTu/q$ and the carrier densities, then multiply by $-q/kT$. With
\begin{equation}
L^2=\frac{\epsilon kT}{q^2N_D},\qquad
a=\frac{p_0}{N_D},\qquad b=\frac{n_0}{N_D}=1+a,
\end{equation}
the result is
\begin{equation}
L^2u''=1+ae^u-be^{-u}.
\label{eq:poisson}
\end{equation}
Here $kT$ is in joules if $q$ is in coulombs. Multiplication by $u'$ makes both sides total derivatives:
\begin{equation}
\frac{d}{dx}\left(\frac{L^2u'^2}{2}\right)
=\frac{d}{dx}\left(u+ae^u+be^{-u}\right).
\end{equation}
In the bulk $u=u'=0$. Integrating from there gives
\begin{equation}
\frac{L^2u'^2}{2}=S(u),\qquad
S(u)=u+a(e^u-1)+b(e^{-u}-1).
\label{eq:first}
\end{equation}
The surface field has magnitude $|\mathcal E_s|=(kT/qL)\sqrt{2S(u_s)}$, with $u_s=w_s/kT$.

Multiplying Eq.~\eqref{eq:first} by $N_DkT$ gives a form with a direct meaning:
\begin{equation}
\frac{\epsilon\mathcal E_s^2}{2}
=N_Dw_s+kT(p_s-p_0)+kT(n_s-n_0),
\end{equation}
where $n_s$ is the surface electron density. The electrostatic stress balances the force on the donors and the changes in carrier pressure. A high hole density thus raises the field through its pressure.

At $u_t=(E_g-2\xi)/kT$, Eq.~\eqref{eq:bending} gives $e^{u_t}=b/a$. Hence $ae^{u_t}=b$ and $be^{-u_t}=a$, so
\begin{equation}
S(u_t)=u_t+(b-a)+(a-b)=u_t.
\end{equation}
Without holes, $a=0$ and $b=1$, and the result would be $u_t-1+e^{-u_t}$. The last term is negligible here, so holes supply a fraction $1/u_t$ of the squared field. With $u_t=0.3213/0.02585=12.4$, this is 8\%. The surface holes already match the donors in density, but they occupy a thin layer and have little effect on the field.

The example lies well above threshold. Its relative permittivity of 16 gives $L=47.8$ nm, and $u_s=0.4106/0.02585=15.9$. Since $ae^{u_s}=p_s/N_D=31.7$,
\begin{equation}
S(u_s)\simeq15.9+31.7-1=46.6.
\end{equation}
The surface field is
\begin{equation}
|\mathcal E_s|=
\frac{0.02585\ \mathrm V}{47.8\ \mathrm{nm}}\sqrt{93.2}
\simeq0.052\ \mathrm{MV/cm}.
\end{equation}
Removing the holes while holding the barrier fixed leaves $S\simeq14.9$ and a field of 0.030 MV/cm. In this model the holes raise the field by 77\% relative to the hole-free value. The figure rests on equal bands and semiclassical densities; the rough separate band densities of germanium give 0.047 MV/cm, a rise of about 60\%. A numerical boundary-value solution of Eq.~\eqref{eq:poisson}, with $u=u_s$ at the surface and $u=0$ at $20L$, gave the surface slope of Eq.~\eqref{eq:first} to within one part in $10^5$.

\subsection{Local density and charge per area}

Gauss's law relates the surface field to the total charge:
\begin{equation}
\frac{\epsilon|\mathcal E_s|}{q}
=\int_0^\infty(p-p_0)\,dx+
\int_0^\infty(n_0-n)\,dx.
\end{equation}
The two integrands add up to $N_D+p-n$ because $n_0-p_0=N_D$. The first integral is the added hole sheet density, and the second is the donor charge left uncovered by electrons, apart from the tiny bulk hole density. Their values are $2.07\times10^{11}$ and $2.54\times10^{11}\ \mathrm{cm^{-2}}$. There are 32 holes per donor at the surface, yet the holes carry less charge per area than the donors. The hole density decays over a short distance, whereas donor charge extends through the whole depletion region.

Holes exceed donors where $u>u_t$, up to the small minority correction. Since $dx=-L\,du/\sqrt{2S}$, the width of this region is
\begin{equation}
x_t=L\int_{u_t}^{u_s}\frac{du}{\sqrt{2S(u)}}
\simeq26\ \mathrm{nm}.
\end{equation}
The mean donor spacing $N_D^{-1/3}$ is 46 nm, larger than this width. The uniform donor density is therefore an average over the contact area, and the potential near one donor can differ from the one-dimensional profile.

\subsection{Corrections close to the metal}

The semiclassical density requires the potential to vary slowly over a hole wavelength. Write $N=2/\lambda^3$, which defines the thermal wavelength $\lambda=6.6$ nm. At the surface the potential energy changes by $kT$ in $kT/(q|\mathcal E_s|)\simeq5$ nm. The lengths are comparable, so $p_s$ should not be read as a precise density at a mathematical plane.

A hard wall provides a severe estimate. It turns each plane wave into a standing wave with relative density $2\sin^2(kx)=1-\cos(2kx)$. Averaging over the thermal weight $e^{-\hbar^2k^2/2mkT}$ gives
\begin{equation}
1-e^{-2mkTx^2/\hbar^2}
=1-e^{-4\pi x^2/\lambda^2}.
\end{equation}
This follows from the Gaussian average $\langle\cos(2kx)\rangle=e^{-2\langle k^2\rangle x^2}$, with $\langle k^2\rangle=mkT/\hbar^2=2\pi/\lambda^2$. The density vanishes at the wall, so the literal surface statement fails there. If the factor multiplies the classical profile without recalculating the potential, the hole density still peaks at 17 times $N_D$, about 3 nm from the wall. Solving the Schr\"odinger and Poisson equations together with the hard wall leaves this peak in place, but lowers the hole sheet density to about $1.6\times10^{11}\ \mathrm{cm^{-2}}$ and the surface field to 0.047 MV/cm. With rough separate heavy-hole and light-hole masses the peak is about 11 times $N_D$. A metal is not a hard wall, and states extending from the metal into the gap are not included. The estimate supports inversion near the interface, but not a particular density in the first nanometre.

An electron at distance $x$ is attracted to its image with force $q^2/(16\pi\epsilon x^2)$. Treating the field as uniform, its energy relative to the barrier is $-q^2/(16\pi\epsilon x)-q|\mathcal E_s|x$. The maximum is at $x_m=\sqrt{q/(16\pi\epsilon|\mathcal E_s|)}$, where the two terms are equal, and the lowering is
\begin{equation}
\Delta\Phi=2q|\mathcal E_s|x_m
=\sqrt{\frac{q^3|\mathcal E_s|}{4\pi\epsilon}}
\simeq22\ \mathrm{meV},
\end{equation}
with $x_m\simeq2.1$ nm. The image force attracts holes to the metal too, so this lowering of the electron barrier does not imply an equal rise in hole energy. Even if the full 22 meV were subtracted from $\Phi$ in the hole formula, $p_s/N_D$ would be about 14.

Tunnelling changes the current under bias, not the equilibrium occupation. Its scale can be estimated from the donor-only barrier $w_s(1-x/W)^2$, with $W=\sqrt{2\epsilon w_s/(q^2N_D)}$. For tunnelling mass $m_t$, the exponent at the foot of the barrier is
\begin{equation}
\frac{2}{\hbar}\int_0^W\!\sqrt{2m_tw_s}
\left(1-\frac{x}{W}\right)dx
=\frac{w_s}{E_{00}},\quad
E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N_D}{m_t\epsilon}}.
\end{equation}
A rough mass of 0.12 electron masses gives $E_{00}=1.3$ meV, far below $kT$. This scale belongs to the donor-only barrier. Holes steepen the top of the barrier, and a semiclassical estimate with image rounding adds roughly 10\% to the thermionic flux. Nor does the equilibrium bending of 0.41 eV give a carrier enough energy to create a pair across the 0.66 eV gap. A large reverse bias would require a separate breakdown calculation.

\subsection{The model beside a real contact}

Metal contacts to n-type germanium often have their Fermi energy pinned near the valence band, and the chosen barrier represents that regime. The doping is moderate; contacts made for low resistance are usually doped much more heavily, which raises the inversion threshold towards the gap and, once the doping is comparable with the effective density of the valence band, above it. Germanium does not have equal effective band densities. Using rough separate values moves the threshold from 0.49 to 0.50 eV and reduces the surface ratio from 32 to 23. Real interfaces also have gap states and lateral variations in barrier height, whose effects are not calculated here.

\subsection{What each derivation assumes}

Both derivations require equilibrium, ionized bulk donors and semiclassical local densities. The force argument also needs a uniform material, with gap, electron affinity and effective density independent of position, whereas the occupation argument uses only the gap at the surface. Both use equal effective densities to turn a comparison of populations into a comparison of energies. They differ in what must be known between the bulk and the surface.

The occupation argument uses the common Fermi energy at two places. It needs neither the potential profile nor a force law, and it holds with Fermi statistics for equal parabolic bands. Used only at the surface, it gives the hole density there but no layer width or field.

The force argument uses band statistics in the bulk and follows the hole gas to the surface. Because it assumes a constant gap and a constant electron affinity, the electrostatic force accounts for the whole slope of the valence edge. If the composition varied, that slope would in general contain another force, even at constant gap. In return, it gives the hole density as a function of the local bending, which is what Poisson's equation needs. The occupation argument gives the same relation in the dilute limit if it is applied at every $x$ and not only at the surface.

As written, the force argument also assumes the classical pressure $pkT$. This restriction can be removed. For a parabolic band the pressure is two thirds of the kinetic energy density,
\begin{equation}
P=\frac23NkT\frac{2}{\sqrt\pi}
\int_0^\infty\frac{t^{3/2}\,dt}{1+e^{t-\eta}},
\end{equation}
where $\eta=-(E_F-E_v)/kT$ for holes. The derivative of the occupation with respect to $\eta$ is minus its derivative with respect to $t$. Integrating by parts, with vanishing end terms, gives
\begin{equation}
\frac{dP}{d\eta}
=\frac23NkT\frac{2}{\sqrt\pi}\,\frac32
\int_0^\infty\frac{\sqrt t\,dt}{1+e^{t-\eta}}
=pkT.
\end{equation}
Equation~\eqref{eq:balance} then becomes $pkT\,\eta'=pkT\,u'$, so $\eta-u$ is constant. Starting from $-(E_g-\xi)/kT$ in the bulk and adding $(\Phi-\xi)/kT$ gives $-(E_g-\Phi)/kT$ at the surface. This is the argument found from the common Fermi energy. Force balance with the full pressure and a flat Fermi energy therefore express the same equilibrium condition; the classical pressure is its dilute limit.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature: 300 K
thermal energy: 0.02585 eV
gap: 0.66 eV
barrier: 0.58 eV
donor density: 1.00e+16 cm^-3
common effective band density: 7.00e+18 cm^-3
relative permittivity: 16.0
intrinsic density: 2.001e+13 cm^-3
bulk hole density: 4.006e+10 cm^-3
bulk offset: 0.1694 eV
threshold barrier: 0.4906 eV
barrier above threshold: 0.0894 eV
surface hole density: 3.171e+17 cm^-3
surface holes / donors: 31.71
contrast barrier: 0.45 eV
contrast holes / donors: 0.208
surface band bending: 0.4106 eV
threshold band bending: 0.3213 eV
near-intrinsic test donors: 2.0e+13 cm^-3
near-intrinsic threshold shift: -12.45 meV
Debye length: 47.81 nm
surface field: 0.05220 MV/cm
surface field without holes: 0.02950 MV/cm
hole share of field squared at threshold: 8.05 %
hole sheet density: 2.072e+11 cm^-2
net donor sheet density: 2.544e+11 cm^-2
width where holes exceed donors: 26.30 nm
Boltzmann excess in surface holes: 1.59 %
rough Nc from masses: 1.016e+19 cm^-3
rough Nv from masses: 4.981e+18 cm^-3
unequal-density term: 18.42 meV
threshold with unequal densities: 0.4995 eV
holes / donors with unequal densities: 22.21
image-force lowering scale: 21.67 meV
image-force distance: 2.08 nm
hole thermal wavelength: 6.59 nm
hard-wall peak holes / donors: 16.95
hard-wall peak position: 2.86 nm
mean donor spacing: 46.42 nm
rough donor depth: 10 meV
neutral bulk donors: 0.42 %
rough tunnelling mass: 0.12 electron masses
tunnelling energy E00: 1.34 meV
rough gap decrease per kelvin: 0.4 meV/K
threshold at 250 K: 0.5448 eV
holes / donors at 250 K: 5.12
threshold at 350 K: 0.4355 eV
holes / donors at 350 K: 115.22
\end{verbatim}
